\section*{Flat-band shift of a p-type silicon gate stack on heating}

\section{The problem}

A metal gate lies on a hafnium-oxide gate stack over p-type silicon with $N_A=10^{17}\,\mathrm{cm^{-3}}$ acceptors. The whole capacitor is heated from 300 to 400 K. The effective work function of the gate, $\Phi_m=4.7$ eV, and the depth of silicon midgap below the vacuum level, $W=4.6$ eV, do not change. By how much does the flat-band voltage $V_{FB}$ change, and in which direction?

The flat-band voltage is the gate voltage, measured relative to the silicon bulk, at which the silicon bands are level up to the oxide. The effective work function is that of the metal in contact with this dielectric, so it includes the dipoles at the interfaces of the stack. Midgap means the energy halfway between the two band edges.

Rough typical values describe the silicon: a gap $E_g$ of 1.12 eV at 300 K that shrinks by 0.27 meV per kelvin, and density-of-states masses $m_v=1.15$ for holes and $m_c=1.10$ for electrons, in units of the free-electron mass. The electron mass counts all conduction valleys together.

The algebra is in atomic units, with $\hbar=m_e=e=4\pi\varepsilon_0=1$ and $\tau=k_BT$. The electron has charge $-1$, so a voltage and the corresponding energy have the same numerical value. Numbers are given in eV for energies and in V for voltages.

\section{A tempting solution}

With level bands and no charge in the oxide, the flat-band voltage is the difference of the two work functions. The Fermi level of p-type silicon lies below midgap by the familiar amount $\tau\ln(N_A/n_i)$, where $n_i$ is the intrinsic carrier density. Hence
\begin{equation}
V_{FB}=\Phi_m-W-\tau\ln\frac{N_A}{n_i}.
\label{tempting}
\end{equation}
The first two terms are fixed, the doping is fixed, and $n_i=1.171\times10^{10}\,\mathrm{cm^{-3}}$ for this silicon. The logarithm is then 15.96, and only the factor $\tau$ changes, from 0.025852 to 0.034469 eV:
\begin{equation}
\Delta V_{FB}=-(0.034469-0.025852)\times15.96=-0.1375\ \mathrm{V}.
\end{equation}
The flat-band voltage would become more negative by about 0.14 V.

\section{Where it fails}

The value of $n_i$ belongs to 300 K, and it was carried to 400 K. The consequence is visible in the Fermi level. At 300 K the formula puts it $0.025852\times15.96=0.4126$ eV below midgap. Multiplied by $400/300$, this becomes 0.5501 eV. But at 400 K half the gap is only 0.5465 eV, so the Fermi level would have entered the valence band. That would require a hole density comparable with the effective density of states of the band, whereas the doping supplies a density several hundred times smaller.

The intrinsic density contains the factor $e^{-E_g/2\tau}$, and for this silicon it rises to $5.997\times10^{12}\,\mathrm{cm^{-3}}$ at 400 K, a factor of 512. The omitted contribution to the shift is
\begin{equation}
+\tau(400\,\mathrm K)\,\ln\frac{n_i(400\,\mathrm K)}{n_i(300\,\mathrm K)}
=0.034469\times6.2386=0.2150\ \mathrm{V}.
\end{equation}
It is larger than the term that was kept, and of opposite sign. The sum is $-0.1375+0.2150=+0.0775$ V.

A small fault remains. Equation (\ref{tempting}) measures the Fermi level from the intrinsic level, where it would lie in undoped silicon, while the problem fixes midgap. The two differ when the electron and hole masses differ. A derivation that starts from the band edges deals with both faults.

\section{The right solution}

\subsection{From work functions to voltage}

Put the Fermi level of the silicon at zero energy. A gate voltage $V$ lowers electron energies in the gate, so the gate Fermi level is at $-V$. The effective vacuum level at the gate is $U_g=-V+\Phi_m$. At the silicon surface, when the bands are flat, it is $U_s=\Phi_s$, where $\Phi_s$ is the silicon work function.

An electron energy is minus the electrostatic potential. The potential of the gate relative to the silicon surface is therefore
\begin{equation}
U_s-U_g=\Phi_s-\Phi_m+V .
\end{equation}
Let $C_{ox}$ be the oxide capacitance per area and $Q$ a fixed sheet of charge per area at the boundary between oxide and silicon. The displacement in the oxide, counted positive towards the silicon, is $C_{ox}(U_s-U_g)$. By Gauss's law it grows by $Q$ at the sheet, and flat bands require zero displacement in the silicon:
\begin{equation}
C_{ox}(\Phi_s-\Phi_m+V_{FB})+Q=0 .
\end{equation}
Solving for the voltage gives
\begin{equation}
V_{FB}=\Phi_m-\Phi_s-\frac{Q}{C_{ox}} .
\label{vfbq}
\end{equation}
If $Q$ and $C_{ox}$ do not depend on temperature, the last term cancels from the shift. I therefore set $Q=0$ and return to it when numbers are compared.

Let $u=E_{mid}-E_F$ be the distance of the Fermi level below midgap. The work function is the distance from the Fermi level up to vacuum, so $\Phi_s=W+u$ and
\begin{equation}
V_{FB}=\Phi_m-W-u .
\label{vu}
\end{equation}
With $\Phi_m$ and $W$ held fixed, $\Delta V_{FB}=-\Delta u$. The remaining task is to find how $u$ depends on temperature.

\subsection{The density of holes}

Take a parabolic valence band. At depth $\varepsilon=k^2/2m_v$ below its edge $E_v$, the number of states per volume between $k$ and $k+dk$, with two spins, is
\begin{equation}
2\,\frac{4\pi k^2\,dk}{(2\pi)^3}=\frac{k^2\,dk}{\pi^2}.
\end{equation}
Since $k\,dk=m_v\,d\varepsilon$ and $k=\sqrt{2m_v\varepsilon}$, the density of states is
\begin{equation}
g(\varepsilon)=\frac{\sqrt2\,m_v^{3/2}}{\pi^2}\sqrt{\varepsilon}.
\end{equation}
Write $x=E_F-E_v$. A state at depth $\varepsilon$ is empty with probability $1/(1+e^{(\varepsilon+x)/\tau})$. When $x$ is several times $\tau$, the one in the denominator may be dropped:
\begin{align}
p&=\frac{\sqrt2\,m_v^{3/2}}{\pi^2}\,e^{-x/\tau}
\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/\tau}\,d\varepsilon\nonumber\\
&=\frac{\sqrt2\,m_v^{3/2}}{\pi^2}\,\frac{\sqrt\pi}{2}\,\tau^{3/2}e^{-x/\tau}
=N_v\,e^{-x/\tau},
\label{holes}
\end{align}
where
\begin{equation}
N_v=2\left(\frac{m_v\tau}{2\pi}\right)^{3/2}.
\end{equation}
The same calculation for electrons gives $n=N_c\,e^{-(E_c-E_F)/\tau}$, with $m_c$ in place of $m_v$.

\subsection{Neutrality fixes the Fermi level}

At flat band the silicon is neutral everywhere. If every acceptor has taken up an electron, then $p-n=N_A$. Midgap lies $E_g/2$ from each edge, so $x=E_g/2-u$ and $E_c-E_F=E_g/2+u$. Define
\begin{equation}
n_i=\sqrt{N_cN_v}\,e^{-E_g/2\tau},\qquad
\varphi=u+\frac{\tau}{2}\ln\frac{N_v}{N_c}.
\end{equation}
The factor $e^{\varphi/\tau}=e^{u/\tau}\sqrt{N_v/N_c}$ turns the square root in $n_i$ into $N_v$, and its inverse turns it into $N_c$. Thus $p=n_ie^{\varphi/\tau}$ and $n=n_ie^{-\varphi/\tau}$. Neutrality reads $2n_i\sinh(\varphi/\tau)=N_A$, so
\begin{equation}
u=\tau\,\mathrm{arsinh}\frac{N_A}{2n_i}-\frac{\tau}{2}\ln\frac{N_v}{N_c}.
\label{general}
\end{equation}
The second term is the distance between midgap and the intrinsic level that equation (\ref{tempting}) ignored.

For large $z$, $\mathrm{arsinh}\,z=\ln(z+\sqrt{z^2+1})$ tends to $\ln 2z$. When $N_A\gg n_i$, inserting the logarithm of $n_i$ gives
\begin{align}
u&=\tau\ln N_A-\frac{\tau}{2}\ln(N_cN_v)+\frac{E_g}{2}
-\frac{\tau}{2}\ln\frac{N_v}{N_c}\nonumber\\
&=\frac{E_g}{2}-\tau\ln\frac{N_v}{N_A}.
\label{umaj}
\end{align}
The conduction-band density has cancelled. This is as it should be: holes alone balance the acceptors, and their density is governed by the distance to the valence edge.

Equations (\ref{vu}) and (\ref{umaj}) give
\begin{equation}
V_{FB}=\Phi_m-W-\frac{E_g}{2}+\tau\ln\frac{N_v}{N_A},
\label{vfb}
\end{equation}
and the shift is
\begin{equation}
\Delta V_{FB}=-\frac{\Delta E_g}{2}+\Delta\!\left[\tau\ln\frac{N_v}{N_A}\right].
\label{shift}
\end{equation}
The fixed levels and the size of the gap have dropped out; the change of the gap has not.

\subsection{The numbers}

At 300 K, $N_v=3.0947\times10^{19}\,\mathrm{cm^{-3}}$ and $\ln(N_v/N_A)=5.7349$. Therefore
\begin{align}
x&=0.025852\times5.7349=0.1483\ \mathrm{eV},\nonumber\\
u&=0.5600-0.1483=0.4117\ \mathrm{eV},\nonumber\\
V_{FB}&=4.7-4.6-0.4117=-0.3117\ \mathrm{V}.
\end{align}
At 400 K the gap is 1.0930 eV, $N_v=4.7646\times10^{19}\,\mathrm{cm^{-3}}$ and the logarithm is 6.1664:
\begin{align}
x&=0.034469\times6.1664=0.2126\ \mathrm{eV},\nonumber\\
u&=0.5465-0.2126=0.3339\ \mathrm{eV},\nonumber\\
V_{FB}&=4.7-4.6-0.3339=-0.2339\ \mathrm{V}.
\end{align}
The difference, split as in equation (\ref{shift}), is
\begin{equation}
\Delta V_{FB}=0.0135+0.0643=+0.0778\ \mathrm{V},
\end{equation}
or 0.002859 hartree per elementary charge. The flat-band voltage becomes less negative by about 0.08 V. Further digits serve to compare terms within the model, not to predict a measurement.

A numerical solution of Poisson's equation, with both carriers in the silicon and a 1 nm equivalent oxide, was searched for the voltage at which the net silicon charge vanishes. It gives the same $-0.3117$ and $-0.2339$ V. With a fixed charge of $10^{12}$ elementary charges per $\mathrm{cm^2}$ at the oxide--silicon boundary, it gives $-0.3581$ and $-0.2803$ V. Both values are lower by $Q/C_{ox}=0.0464$ V, and the shift is unchanged. The numerical output lists these values.

\section{Why the shift is positive}

Since $N_v$ is proportional to $\tau^{3/2}$, the derivative of $\tau\ln(N_v/N_A)$ with respect to $\tau$ is $\ln(N_v/N_A)+3/2$. Hence
\begin{equation}
\frac{dV_{FB}}{dT}=-\frac12\frac{dE_g}{dT}
+k_B\left[\ln\frac{N_v}{N_A}+\frac32\right].
\label{slope}
\end{equation}
For non-degenerate doping $N_v>N_A$, so the bracket is positive. The gap shrinks on heating, so the first term is positive too. The slope is 0.76 mV/K at 300 K and 0.80 mV/K at 400 K; with the linear gap assumed here, it grows only because $N_v$ does. In real silicon the gap also shrinks faster at 400 K than at 300 K; Varshni's form of $E_g(T)$ adds about 0.02 mV/K to the growth of the slope but changes the total shift by only 0.0003 V.

The carrier term has a simple meaning. If the Fermi level kept its distance $x$ from the valence edge, heating would raise the hole density $N_ve^{-x/\tau}$, because both factors grow. Compensating the growth of the exponential gives the logarithm in equation (\ref{slope}), which is the larger part; compensating the growth of $N_v$ gives the $3/2$. Since the acceptors hold the number of holes fixed, the Fermi level must move away from the valence edge. This brings it nearer to vacuum and lowers the silicon work function.

The doping enters equation (\ref{shift}) through $-k_B\Delta T\ln N_A$. Ten times fewer acceptors therefore increase the shift by $0.008617\times\ln10=0.020$ V, to about 0.098 V at $10^{16}\,\mathrm{cm^{-3}}$. The growth cannot continue down to zero doping, because equation (\ref{umaj}) needs $N_A\gg n_i$. In the opposite limit the inverse hyperbolic sine in equation (\ref{general}) vanishes, leaving
\begin{equation}
V_{FB}\to\Phi_m-W+\frac{\tau}{2}\ln\frac{N_v}{N_c}
=\Phi_m-W+\frac{3\tau}{4}\ln\frac{m_v}{m_c}.
\end{equation}
If both end temperatures lie in this limit, a rise of 100 K shifts $V_{FB}$ by only 0.0003 V. The Fermi level already sits near midgap and has nowhere to go.

\section{The same gate on n-type silicon}

Replace the acceptors by $N_D$ fully ionized donors, with $N_D\gg n_i$. Neutrality is now $n=N_D$, or $N_ce^{-(E_g/2+u)/\tau}=N_D$. Taking the logarithm gives $u=-E_g/2+\tau\ln(N_c/N_D)$, and equation (\ref{vu}) becomes
\begin{equation}
V_{FB}^{(n)}=\Phi_m-W+\frac{E_g}{2}-\tau\ln\frac{N_c}{N_D}.
\end{equation}
Both temperature-dependent terms have changed sign. For $N_D=10^{17}\,\mathrm{cm^{-3}}$ the carrier term differs in size from the p-type one by $k_B\Delta T\cdot\frac32\ln(m_v/m_c)=0.0006$ V. The shift is $-0.0135-0.0637=-0.077$ V.

For equal doping, the average of the two flat-band voltages is
\begin{equation}
\frac{V_{FB}^{(p)}+V_{FB}^{(n)}}{2}=\Phi_m-W+\frac{\tau}{2}\ln\frac{N_v}{N_c},
\end{equation}
which moves by only 0.0003 V if $\Phi_m-W$ is fixed. Small drifts prove little: a hole mass 5 per cent larger at 400 K would already add 0.0013 V to the average. A drift of many millivolts, however, would point to a change in $\Phi_m-W$ or in the oxide charge, provided that both capacitors have the same stack, the two dopings are closely matched and the other assumptions hold. Unequal dopings add $\frac12k_B\Delta T\ln(N_D/N_A)$ to the drift of the average, about 0.003 V for a factor of two. The p-type capacitor alone cannot separate such a drift from the motion of the Fermi level.

\section{What the result depends on}

\subsection{The level held fixed}

Shrinkage of the gap says how far the band edges approach each other, not how each moves relative to vacuum. Fixed midgap shares the motion equally. If instead the electron affinity $\chi$, the depth of the conduction edge below vacuum, is fixed, then $\Phi_s=\chi+E_g-x$. The gap contributes $-\Delta E_g=0.0270$ V, and the shift is 0.0913 V. If the valence edge is fixed at depth $I$, then $\Phi_s=I-x$. The gap does not contribute, and the shift is 0.0643 V. The sign survives, but the choice moves the result by 0.0135 V either way.

\subsection{The neglected effects}

If the hole mass were 5 per cent larger at 400 K than at 300 K, equation (\ref{shift}) would gain $\tau\cdot\frac32\ln1.05=0.0025$ V, with $\tau$ taken at 400 K. A growth of this kind is expected, because the valence band of silicon is not parabolic. A six-band $\mathbf k\cdot\mathbf p$ estimate gives about 6 per cent, so that $N_v$ rises roughly as $T^{1.8}$ rather than $T^{3/2}$ and the shift gains about 0.003 V.

Not every boron acceptor is ionized. For a level 0.045 eV above the valence edge, a rough value, with fourfold degeneracy, the ionized fraction $f$ obeys
\begin{equation}
f=\frac{1}{1+4e^{(0.045\,\mathrm{eV}-x)/\tau}},\qquad x=\tau\ln\frac{N_v}{fN_A}.
\end{equation}
It is 0.936 at 300 K and 0.971 at 400 K. The extra term $-\tau\ln f$ in $x$ falls from 0.0017 to 0.0010 eV, so the shift decreases by 0.0007 V.

Interface traps fill as the Fermi level rises through the gap. A uniform density of $10^{11}$ per $\mathrm{cm^2}$ and eV captures about $7.8\times10^9$ more electrons per $\mathrm{cm^2}$. This negative charge adds 0.0004 V across the 1 nm equivalent oxide.

To estimate degeneracy, keep the next term of the occupation, $1/(1+e^y)\approx e^{-y}-e^{-2y}$. The second exponential halves the effective temperature in the integral of equation (\ref{holes}), which brings a factor $2^{-3/2}$:
\begin{equation}
\frac{N_A}{N_v}=e^{-x/\tau}-\frac{e^{-2x/\tau}}{2^{3/2}},
\qquad
x\approx\tau\ln\frac{N_v}{N_A}-\frac{\tau N_A}{2^{3/2}N_v}.
\end{equation}
The correction is about $-3\times10^{-5}$ eV at both temperatures, and its change adds $4\times10^{-6}$ V to the shift. Minority electrons matter less still. Their density is about $n_i^2/N_A$, so they raise the hole density by the fraction $(n_i/N_A)^2$, which changes $x$ by only about $10^{-10}$ eV at 400 K.

\subsection{A real gate stack}

The parameters are rough values for a near-midgap metal on hafnium oxide, and none is meant to be unusual. The assumption most open to doubt is that the metal and midgap levels stay fixed. A drift of the effective work function by $10^{-4}$ eV/K, taken as a rough magnitude, moves the shift by 0.010 V in either direction. Together with the uncertain motion of the band edges, this outweighs the other effects at the sizes assumed above. The trap term is proportional to the trap density, however: it is 0.0036 V at $10^{12}$ per $\mathrm{cm^2}$ and eV, and it becomes comparable at a few times that density. Charge that enters or leaves the oxide during heating also matters: $10^{11}$ elementary charges per $\mathrm{cm^2}$ at the silicon boundary change the voltage by 0.005 V. Gap narrowing due to the doping has been left out. The treatment is also classical. Hole wavefunctions nearly vanish at the oxide, so the silicon is not locally neutral within a few nanometres of it. A rough estimate lowers the voltage of zero net silicon charge by 3 to 5 mV, almost equally at both temperatures, so the shift is hardly affected.

Without oxide charge, the field in the oxide is zero at flat band, so dielectric breakdown is not an issue there. The two Fermi levels still differ by $V_{FB}$, however, and a thin oxide may pass a tunnelling current. The calculation assumes that this current is too small to disturb equilibrium in the silicon.

\section*{Calculated quantities}
\begin{verbatim}
acceptor density: 1.0e+17 cm^-3
effective gate work function: 4.70 eV
midgap depth below vacuum: 4.60 eV
gap slope: -2.70e-04 eV/K
hole and electron density-of-states masses: 1.15, 1.10 m_e
equivalent oxide thickness: 1.0 nm
--- T = 300 K
kB T: 0.025852 eV
gap: 1.1200 eV
Nv: 3.0947e+19 cm^-3
intrinsic density: 1.171e+10 cm^-3
ln(Nv/Na): 5.7349
Fermi level above valence edge: 0.1483 eV
midgap minus Fermi level u: 0.4117 eV
silicon work function: 5.0117 eV
V_FB, formula: -0.3117 V
V_FB, Poisson: -0.3117 V
V_FB with fixed charge, Poisson: -0.3581 V
slope dV_FB/dT: 7.585e-04 V/K
ionized boron fraction: 0.936
--- T = 400 K
kB T: 0.034469 eV
gap: 1.0930 eV
Nv: 4.7646e+19 cm^-3
intrinsic density: 5.997e+12 cm^-3
ln(Nv/Na): 6.1664
Fermi level above valence edge: 0.2126 eV
midgap minus Fermi level u: 0.3339 eV
silicon work function: 4.9339 eV
V_FB, formula: -0.2339 V
V_FB, Poisson: -0.2339 V
V_FB with fixed charge, Poisson: -0.2803 V
slope dV_FB/dT: 7.956e-04 V/K
ionized boron fraction: 0.971
--- shift from 300 to 400 K
gap part: 0.0135 V
carrier part: 0.0643 V
flat-band shift: 0.0778 V
same shift in atomic units: 0.002859 hartree/e
shift from Fermi-Dirac quadrature: 0.0778 V
wrong shift with n_i frozen at 300 K: -0.1375 V
--- other conditions and neglected effects
shift if electron affinity is fixed: 0.0913 V
shift if valence edge is fixed: 0.0643 V
metal drift at 1e-04 eV/K: +/-0.0100 V
hole mass up 5 % at 400 K: +0.0025 V
boron level 0.045 eV, ionization: -0.00070 V
traps 1e+11 cm^-2 eV^-1: +0.00036 V
intrinsic level fixed, not midgap: -0.00029 V
hole degeneracy: +3.96e-06 V
minority carriers at 400 K, size: 1.2e-10 V
fixed charge used in Poisson test: 1e+12 cm^-2
its offset, equal at both temperatures: -0.0464 V
\end{verbatim}
